**Two saddles, three converged elastic bands**

The program studies E = A(u² + v² − 1)² + Bv² + Cv³, where u = x/a and v = y/b are scaled polar and secondary displacements and A, B, C are energies per cell. It asserts that the surface has two minima, two first-order saddles and one maximum for the chosen parameters, and that the closed formula for the saddles agrees with a symbolic solution. Bands started on opposite sides of the maximum converge to 0.5707 and 0.3688 eV, while the straight band meets the force criterion at once with a barrier of 0.8000 eV. A flooding search on a grid, which uses no bands, joins the minima at 0.3689 eV. Further assertions cover skewed and slightly kicked bands, a climbing image, and the ratio of thermal fluxes through the two passes, which is 2183 in the harmonic estimate and 2159 by full integration at 300 K. The program also sizes the effects of an applied field, tunnelling, zero-point motion and neighbouring cells. The parameters are round values in the rough regime of ferroelectric hafnia, and the results are not predictions for a film.

## Numerical verification

```python
"""Converged elastic bands can give different switching barriers.

Result under test: on the surface
    E = A (u^2 + v^2 - 1)^2 + B v^2 + C v^3,  u = x/a, v = y/b,
with 0 < B < 2A and 0 < C < 2B/3, there are two minima (u = +1, -1; v = 0),
two saddles of unequal height on u = 0, and a maximum at the origin.
The starting path decides which barrier a nudged elastic band reports.
x: polar displacement, y: secondary displacement (angstrom); E in eV per cell.
Parameters are round numbers in the rough regime of ferroelectric hafnia.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.ndimage import label
from scipy.optimize import root

A, B, C = 0.8, 0.6, 0.2
a, b = 0.5, 0.4
temperature = 300.0
kT = const.k * temperature / const.e


def energy(x, y):
    u, v = x / a, y / b
    return A * (u**2 + v**2 - 1)**2 + B * v**2 + C * v**3


def gradient(r):
    u, v = r[..., 0] / a, r[..., 1] / b
    ring = 4 * A * (u**2 + v**2 - 1)
    return np.stack([ring * u / a,
                     (ring * v + 2 * B * v + 3 * C * v**2) / b], axis=-1)


# Gradient against finite differences of the energy
rng = np.random.default_rng(1)
for point in rng.uniform(-0.6, 0.6, (10, 2)):
    d = 1e-5
    numeric = [(energy(point[0] + d, point[1])
                - energy(point[0] - d, point[1])) / (2 * d),
               (energy(point[0], point[1] + d)
                - energy(point[0], point[1] - d)) / (2 * d)]
    assert np.allclose(numeric, gradient(point), atol=1e-6)


# All real stationary points, with the number of negative curvatures
def stationary_points(cubic):
    us, vs = sp.symbols("u v")
    ar, br, cr = [sp.Rational(str(p)) for p in (A, B, cubic)]
    es = ar * (us**2 + vs**2 - 1)**2 + br * vs**2 + cr * vs**3
    hess = sp.lambdify((us, vs), sp.hessian(es, (us, vs)), "numpy")
    solutions = sp.solve([sp.factor(sp.diff(es, us)),
                          sp.factor(sp.diff(es, vs))], [us, vs], dict=True)
    found = []
    for sol in solutions:
        uc, vc = complex(sp.N(sol[us])), complex(sp.N(sol[vs]))
        if abs(uc.imag) + abs(vc.imag) < 1e-9:
            curv = np.linalg.eigvalsh(
                np.array(hess(uc.real, vc.real), dtype=float))
            found.append((uc.real, vc.real, int(np.sum(curv < 0))))
    return found


points = stationary_points(C)
assert sorted(p[2] for p in points) == [0, 0, 1, 1, 2]
points_large_cubic = stationary_points(0.5)   # violates C < 2B/3
assert len(points_large_cubic) == 7

# Closed formula for the saddles against the symbolic solution
disc = np.sqrt(9 * C**2 + 16 * A * (4 * A - 2 * B))
v_high, v_low = (-3 * C + disc) / (8 * A), (-3 * C - disc) / (8 * A)
saddle_v = sorted(p[1] for p in points if p[2] == 1)
assert np.allclose(saddle_v, [v_low, v_high], atol=1e-10)
y_high, y_low = b * v_high, b * v_low
E_high, E_low = energy(0.0, y_high), energy(0.0, y_low)
gap = E_high - E_low
gap_first_order = 2 * C * (1 - B / (2 * A))**1.5
assert gap > 0 and abs(gap_first_order / gap - 1) < 0.05

# Steepest descent from each saddle must reach both minima
for ys in (y_high, y_low):
    for side in (-1, 1):
        flow = solve_ivp(lambda t, r: -gradient(r), (0, 15),
                         [side * 1e-3, ys], rtol=1e-8, atol=1e-10)
        assert np.allclose(flow.y[:, -1], [side * a, 0], atol=1e-4)

# Lowest connecting energy by flooding a grid: no band, no saddle formula
grid_x = np.linspace(-0.8, 0.8, 321)
grid_y = np.linspace(-0.8, 0.8, 641)
grid_E = energy(grid_x[:, None], grid_y[None, :])


def flood_level(allowed):
    e_part, y_part = grid_E[:, allowed], grid_y[allowed]
    j = np.argmin(abs(y_part))
    i1, i2 = np.argmin(abs(grid_x + a)), np.argmin(abs(grid_x - a))
    lo, hi = 0.0, 1.0
    for _ in range(22):
        mid = (lo + hi) / 2
        lakes, _count = label(e_part <= mid)
        if lakes[i1, j] > 0 and lakes[i1, j] == lakes[i2, j]:
            hi = mid
        else:
            lo = mid
    return hi


flood_all = flood_level(grid_y > -1)
flood_upper = flood_level(grid_y > -1e-9)
assert abs(flood_all - E_low) < 2e-4      # grid spacing limits accuracy
assert abs(flood_upper - E_high) < 2e-4


def start_path(bow, skew=0.0, n=21):
    s = np.linspace(0, 1, n)
    return np.column_stack([np.linspace(-a, a, n),
                            bow * np.sin(np.pi * s)
                            + skew * np.sin(2 * np.pi * s)])


force_tol = 1e-4   # eV/angstrom


def relax_band(path, climber=None, spring=20.0, step=0.01):
    """Elastic band with energy-weighted tangents; returns band, steps, force."""
    r = path.copy()
    first_force = None
    for iteration in range(40000):
        e, g = energy(r[:, 0], r[:, 1]), gradient(r)[1:-1]
        fwd, bwd = r[2:] - r[1:-1], r[1:-1] - r[:-2]
        up, down = e[2:] - e[1:-1], e[:-2] - e[1:-1]
        big = np.maximum(abs(up), abs(down)) + 1e-12
        small = np.minimum(abs(up), abs(down)) + 1e-12
        rising, falling = (up > 0) & (down < 0), (up < 0) & (down > 0)
        w_f = np.where(up > down, big, small)
        w_b = np.where(up > down, small, big)
        w_f = np.where(rising, 1.0, np.where(falling, 0.0, w_f))
        w_b = np.where(rising, 0.0, np.where(falling, 1.0, w_b))
        tangent = w_f[:, None] * fwd + w_b[:, None] * bwd
        tangent /= np.linalg.norm(tangent, axis=1)[:, None]
        along = np.sum(g * tangent, axis=1)
        pull = spring * (np.linalg.norm(fwd, axis=1)
                         - np.linalg.norm(bwd, axis=1))
        force = -g + (along + pull)[:, None] * tangent
        if climber is not None:
            c = climber - 1
            force[c] = -g[c] + 2 * along[c] * tangent[c]
        largest = np.max(np.linalg.norm(force, axis=1))
        if first_force is None:
            first_force = largest
        if largest < force_tol:
            return r, iteration, first_force
        r[1:-1] += step * force
    raise AssertionError("band did not converge")


def band_top(r):
    return np.max(energy(r[:, 0], r[:, 1]))


# Three starting paths, three converged answers
band_straight, n_straight, _ = relax_band(start_path(0.0))
band_up, n_up, _ = relax_band(start_path(0.1))
band_down, n_down, _ = relax_band(start_path(-0.1))
top_straight, top_up, top_down = map(band_top,
                                     (band_straight, band_up, band_down))
assert n_straight == 0 and abs(top_straight - A) < 1e-10
assert abs(top_up - E_high) < 1e-4 and abs(top_down - E_low) < 1e-4

# The sign of y at the crossing of x = 0 decides, also for skewed paths
skew_tops = {}
for bow in (-0.2, -0.1, 0.1, 0.2):
    band, _, _ = relax_band(start_path(bow, skew=0.1))
    skew_tops[bow] = band_top(band)
    assert abs(skew_tops[bow] - (E_high if bow > 0 else E_low)) < 1e-4

# A tiny kick frees the straight band, though its first force is small
kick = 0.001
band_kick_up, _, kick_force = relax_band(start_path(kick))
band_kick_down, _, _ = relax_band(start_path(-kick))
loose_tol = 0.05
assert force_tol < kick_force < loose_tol
assert abs(band_top(band_kick_up) - E_high) < 1e-4
assert abs(band_top(band_kick_down) - E_low) < 1e-4

# With an even number of images the top is missed; climbing repairs only that
band_even, _, _ = relax_band(start_path(0.1, n=20))
top_even = band_top(band_even)
climber = int(np.argmax(energy(band_even[:, 0], band_even[:, 1])))
band_climb, _, _ = relax_band(band_even, climber=climber)
top_climb = band_top(band_climb)
assert top_even < E_high - 1e-3
assert abs(top_climb - E_high) < 1e-5

# Thermal flux through the two halves of the dividing line x = 0


def curvature_yy(y):
    d = 1e-4
    return (energy(0, y + d) - 2 * energy(0, y) + energy(0, y - d)) / d**2


def curvature_xx(y):
    d = 1e-4
    return (energy(d, y) - 2 * energy(0, y) + energy(-d, y)) / d**2


kyy_high, kyy_low = curvature_yy(y_high), curvature_yy(y_low)
kxx_high, kxx_low = curvature_xx(y_high), curvature_xx(y_low)
assert np.isclose(kxx_low, 4 * A * (v_low**2 - 1) / a**2, rtol=1e-4)
flux_harmonic = np.sqrt(kyy_high / kyy_low) * np.exp(gap / kT)


def weight(y):
    return np.exp(-(energy(0, y) - E_low) / kT)


flux_low = quad(weight, -1, 0, points=[y_low], epsabs=1e-13)[0]
flux_high = quad(weight, 0, 1, points=[y_high], epsabs=1e-13)[0]
flux_full = flux_low / flux_high
assert abs(flux_harmonic / flux_full - 1) < 0.03   # anharmonic remainder

# Applied field: dipole linear in x, rough polarization and cell volume
polarization = 50.0          # uC/cm2
volume = 134.0               # angstrom^3
field = 1.0                  # MV/cm
P_si, V_si = polarization * 1e-2, volume * 1e-30
tilt = P_si * V_si * field * 1e8 / const.e   # eV at x = a


def stationary_in_field(guess):
    sol = root(lambda r: gradient(r) - np.array([tilt / a, 0.0]), guess,
               tol=1e-12)
    assert np.max(abs(gradient(sol.x) - np.array([tilt / a, 0]))) < 1e-8
    return energy(*sol.x) - tilt * sol.x[0] / a


E_start = stationary_in_field([-a, 0.0])
field_barriers = []
for ys, e0, kxx in ((y_low, E_low, kxx_low), (y_high, E_high, kxx_high)):
    barrier = stationary_in_field([0.0, ys]) - E_start
    second = e0 - tilt + tilt**2 / 2 * (1 / abs(kxx * a**2) + 1 / (8 * A))
    assert abs(barrier - second) < 1e-4   # higher orders in the tilt
    field_barriers.append(barrier)
assert field_barriers[0] < field_barriers[1]

# Tunnelling: transmission of a parabolic barrier from the wave equation
for eps in (-0.2, 0.1, 0.4):
    L = 15.0
    k_end = np.sqrt(L**2 + 2 * eps)
    slope = L / (2 * k_end**2)
    psi0 = k_end**-0.5 + 0j
    wave = solve_ivp(lambda q, w: [w[1], -(q**2 + 2 * eps) * w[0]], (L, -L),
                     [psi0, (1j * k_end - slope) * psi0],
                     method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = wave.y[:, -1]
    incoming = np.sqrt(k_end) / 2 * (psi + (dpsi - slope * psi)
                                    / (1j * k_end))
    assert abs(1 / abs(incoming)**2
               - 1 / (1 + np.exp(-2 * np.pi * eps))) < 1e-3

mass_u = 4 * 16.0            # four oxygen atoms moving together
mass = mass_u * const.atomic_mass


def quantum(k_force):
    """hbar*omega in eV for a force constant in eV/angstrom^2."""
    return const.hbar * np.sqrt(abs(k_force) * const.e * 1e20 / mass) / const.e


tunnel = []
for kxx in (kxx_low, kxx_high):
    q = quantum(kxx) / kT
    factor = (q / 2) / np.sin(q / 2)
    thermal = quad(lambda z: np.exp(-z) / (1 + np.exp(-2 * np.pi * z / q)),
                   -20, 50, points=[0.0], limit=200)[0]
    assert abs(thermal - factor) < 1e-6
    tunnel.append(factor)
crossover = quantum(kxx_low) * const.e / (2 * np.pi * const.k)
zero_point_shift = (quantum(kyy_high) - quantum(kyy_low)) / 2

# Neighbours: one reversed cell as a sphere in a dielectric, and a whole cube
permittivity = 30.0
eps_abs = const.epsilon_0 * permittivity
jump = 2 * P_si
lone_cell = jump**2 * V_si / (6 * eps_abs) / const.e
radius = (3 * V_si / (4 * np.pi))**(1 / 3)
inside = (jump / (3 * eps_abs))**2 * V_si
radial = quad(lambda s: s**-4, 1, np.inf)[0] / radius**3
angular = 2 * np.pi * quad(lambda c: 3 * c**2 + 1, -1, 1)[0]
outside = (jump * V_si / (4 * np.pi * eps_abs))**2 * radial * angular
assert np.isclose(eps_abs / 2 * (inside + outside) / const.e, lone_cell,
                  rtol=1e-8)
cube_edge = 100.0            # angstrom
cube_cells = cube_edge**3 / volume
cube_barrier = cube_cells * E_low

print(f"A, B, C = {A}, {B}, {C} eV per cell")
print(f"a, b = {a}, {b} angstrom")
print(f"limit on C, 2B/3 = {2 * B / 3:.3f} eV")
print(f"stationary points: {len(points)}; for C = 0.5 eV: "
      f"{len(points_large_cubic)}")
print(f"low saddle:  v = {v_low:.4f}, y = {y_low:.4f} angstrom")
print(f"high saddle: v = {v_high:.4f}, y = {y_high:.4f} angstrom")
print(f"low barrier  = {E_low:.4f} eV = {E_low*const.e*const.N_A/1e3:.1f} kJ/mol")
print(f"high barrier = {E_high:.4f} eV = {E_high*const.e*const.N_A/1e3:.1f} kJ/mol")
print(f"barrier gap = {gap:.4f} eV; first order in C {gap_first_order:.4f} eV")
print(f"flooding, whole plane = {flood_all:.4f} eV")
print(f"flooding, y >= 0 only = {flood_upper:.4f} eV")
print(f"band force tolerance = {force_tol:.0e} eV/angstrom, 21 images")
print(f"straight start:  {top_straight:.4f} eV after {n_straight} steps")
print(f"bow +0.1 angstrom: {top_up:.4f} eV after {n_up} steps")
print(f"bow -0.1 angstrom: {top_down:.4f} eV after {n_down} steps")
for bow, top in skew_tops.items():
    print(f"skewed path, crossing y = {bow:+.1f} angstrom: {top:.4f} eV")
print(f"kick {kick} angstrom: first force {kick_force:.4f} eV/angstrom")
print(f"loose force tolerance compared = {loose_tol} eV/angstrom")
print(f"kick up, kick down: {band_top(band_kick_up):.4f}, "
      f"{band_top(band_kick_down):.4f} eV")
print(f"20 images, plain band top = {top_even:.4f} eV")
print(f"20 images, climbing image = {top_climb:.4f} eV")
print(f"xx curvature low, high = {kxx_low:.3f}, {kxx_high:.3f} eV/angstrom^2")
print(f"yy curvature low, high = {kyy_low:.2f}, {kyy_high:.2f} eV/angstrom^2")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"flux ratio low/high: harmonic {flux_harmonic:.0f}, full {flux_full:.0f}")
print(f"rough polarization = {polarization:.0f} uC/cm2")
print(f"rough cell volume = {volume:.0f} angstrom^3")
print(f"field = {field:.1f} MV/cm, tilt at x = a: {tilt:.4f} eV")
print(f"barriers in field: {field_barriers[0]:.4f}, {field_barriers[1]:.4f} eV")
print(f"moving mass = {mass_u:.0f} u")
print(f"tunnelling factor low, high = {tunnel[0]:.4f}, {tunnel[1]:.4f}")
print(f"tunnelling crossover, low saddle = {crossover:.1f} K")
print(f"zero-point change of gap = {zero_point_shift:.4f} eV")
print(f"rough relative permittivity = {permittivity:.0f}")
print(f"electrostatic cost of one reversed cell = {lone_cell:.3f} eV")
print(f"cube edge = {cube_edge / 10:.0f} nm, cells = {cube_cells:.0f}")
print(f"coherent barrier of the cube = {cube_barrier:.0f} eV")
print("all tests passed")
```

Output:

```
A, B, C = 0.8, 0.6, 0.2 eV per cell
a, b = 0.5, 0.4 angstrom
limit on C, 2B/3 = 0.400 eV
stationary points: 5; for C = 0.5 eV: 7
low saddle:  v = -0.8899, y = -0.3559 angstrom
high saddle: v = 0.7024, y = 0.2809 angstrom
low barrier  = 0.3688 eV = 35.6 kJ/mol
high barrier = 0.5707 eV = 55.1 kJ/mol
barrier gap = 0.2018 eV; first order in C 0.1976 eV
flooding, whole plane = 0.3689 eV
flooding, y >= 0 only = 0.5707 eV
band force tolerance = 1e-04 eV/angstrom, 21 images
straight start:  0.8000 eV after 0 steps
bow +0.1 angstrom: 0.5707 eV after 242 steps
bow -0.1 angstrom: 0.3688 eV after 281 steps
skewed path, crossing y = -0.2 angstrom: 0.3688 eV
skewed path, crossing y = -0.1 angstrom: 0.3688 eV
skewed path, crossing y = +0.1 angstrom: 0.5707 eV
skewed path, crossing y = +0.2 angstrom: 0.5707 eV
kick 0.001 angstrom: first force 0.0125 eV/angstrom
loose force tolerance compared = 0.05 eV/angstrom
kick up, kick down: 0.5707, 0.3688 eV
20 images, plain band top = 0.5673 eV
20 images, climbing image = 0.5707 eV
xx curvature low, high = -2.664, -6.486 eV/angstrom^2
yy curvature low, high = 28.34, 22.37 eV/angstrom^2
temperature = 300 K, kT = 0.02585 eV
flux ratio low/high: harmonic 2183, full 2159
rough polarization = 50 uC/cm2
rough cell volume = 134 angstrom^3
field = 1.0 MV/cm, tilt at x = a: 0.0418 eV
barriers in field: 0.3285, 0.5295 eV
moving mass = 64 u
tunnelling factor low, high = 1.0109, 1.0269
tunnelling crossover, low saddle = 24.4 K
zero-point change of gap = -0.0024 eV
rough relative permittivity = 30
electrostatic cost of one reversed cell = 0.525 eV
cube edge = 10 nm, cells = 7463
coherent barrier of the cube = 2753 eV
all tests passed
```
